# Back-Side Mask for a Square Membrane Etched Through (100) Silicon

## The problem

A silicon wafer has (100) surfaces. Its front side carries a thin silicon nitride film, and its back side carries a mask with a square opening whose edges lie along the $\langle110\rangle$ directions of the crystal. A hot potassium hydroxide solution enters through the opening and dissolves the silicon until the nitride is laid bare from behind. The uncovered part of the film is the membrane.

The etchant removes (100) planes quickly. Assume at first that it does not attack $\{111\}$ planes, the mask or the film. The silicon thickness to be removed is $t$, and the membrane is to be a square of width $m$. What width $W$ must the mask opening have? Find the number for $m=1000$ µm and $t=400$ µm, and estimate how far a real etch may depart from it.

## A tempting solution

The pit is bounded by $\{111\}$ planes, so its walls slope, and the opening must be wider than the membrane. To find the slope, take the direction $[111]$. Its component along the surface direction $[110]$ is

$$
[111]\cdot\frac{[110]}{\sqrt2}=\frac{2}{\sqrt2}=\sqrt2 ,
$$

and its component along the surface normal $[001]$ is 1. The wall therefore moves sideways by $\sqrt2$ for each unit of depth. Over the thickness $t$ each wall moves inward by $\sqrt2\,t$, and two facing walls give

$$
W_{\text{wrong}}=m+2\sqrt2\,t .
$$

For the numbers of the problem this is $1000+2(565.7)=2131.4$ µm.

The expression has the right dimensions, grows with $t$ as it should, and reduces to $W=m$ for $t=0$. None of these checks reveals the error.

## Where it fails

The components of $[111]$ were computed correctly, but $[111]$ does not lie in the wall. In a cubic crystal the direction $[111]$ is perpendicular to the plane $(111)$. The solution followed the normal of the wall as if it were the line of steepest descent on the wall.

That line must be perpendicular to $[111]$, and also to the horizontal mask edge, which for this wall runs along $[\bar110]$. The direction $[11\bar2]$ meets both conditions:

$$
[11\bar2]\cdot[111]=1+1-2=0,\qquad
[11\bar2]\cdot[\bar110]=-1+1+0=0 .
$$

Its component along $[110]/\sqrt2$ is $\sqrt2$, and its component along $[001]$ is $-2$. The wall thus moves sideways by $\sqrt2$ over a depth of 2, or by $1/\sqrt2$ per unit depth. This is half the value used above.

## The right solution

**Why these walls remain.** Each silicon atom has four bonds. For one of the two kinds of site in the diamond lattice they point along $[111]$, $[1\bar1\bar1]$, $[\bar11\bar1]$ and $[\bar1\bar11]$; for the other kind all four are reversed.

Project the four directions on $[001]$. The results are $+1,-1,-1,+1$, so an atom on an ideal (100) surface has two bonds into the crystal and two broken ones. Projected on $[111]$, they give $+3,-1,-1,-1$. A $\{111\}$ surface can therefore end in atoms that keep three bonds and have one broken. The other possible ending leaves atoms held by a single bond, which are easily lost.

The simplest model of the etch says that an atom with two or more broken bonds dissolves and an atom with one broken bond stays. In this model the (100) floor descends and the $\{111\}$ walls stand still. Bond counting makes the contrast plausible, but it does not predict real etch rates, which depend on the chemistry of the solution. Nor does it single out $\{111\}$: an atom on a flat $\{110\}$ surface also has only one broken bond, so the rule leaves $\{110\}$ standing too, whereas potassium hydroxide etches $\{110\}$ about as fast as (100) or faster. That $\{111\}$ planes are the slow ones is taken from experiment.

**Position of the walls.** Let $x$ run along $[110]$, $y$ along $[\bar110]$, and $z$ along $[001]$, with $z$ the depth measured from the back surface into the wafer. The origin is at the centre of the opening. In these axes the unit normal of $(111)$ is

$$
\mathbf n=\frac{1}{\sqrt3}\left(\sqrt2,\,0,\,1\right).
$$

The plane with this normal through the right mask edge, $x=W/2$ at $z=0$, is

$$
\sqrt2\,x+z=\frac{W}{\sqrt2}. \tag{1}
$$

A second $\{111\}$ plane, $\sqrt2\,x-z=W/\sqrt2$, passes through the same edge but slopes outward beneath the mask. The etchant would have to cross plane (1) to reach it. Since plane (1) does not dissolve, the pit stops there and narrows with depth.

The angle $\theta$ between the wall and the wafer surface equals the angle between their normals:

$$
\cos\theta=\frac{1}{\sqrt3},\qquad
\sin\theta=\sqrt{1-\frac13}=\sqrt{\frac23},\qquad
\tan\theta=\sqrt2 ,
$$

so $\theta=54.74^\circ$. Here the tangent is depth divided by sideways distance, which agrees with the direction $[11\bar2]$ found above.

**Width at the film.** Put $z=t$ in (1) and divide by $\sqrt2$:

$$
x=\frac W2-\frac{t}{\sqrt2}.
$$

By symmetry the left wall meets the film at minus this value. The distance between them is

$$
m=2\left(\frac W2-\frac{t}{\sqrt2}\right)=W-\sqrt2\,t .
$$

The walls facing along $y$ have the same slope and the same starting width, so the membrane is square. Solving for the opening gives

$$
\boxed{W=m+\sqrt2\,t} \tag{2}
$$

For the example, each wall moves inward by $400/\sqrt2=282.8$ µm, and

$$
W=1000+565.7=1565.7\ \text{µm}\approx1.566\ \text{mm}.
$$

The wrong mask would have left a membrane of width $W_{\text{wrong}}-\sqrt2\,t=m+\sqrt2\,t$, or 1565.7 µm. This is 57 % wider than required.

The opening takes up much more of the wafer than the membrane does. The ratio of their areas is $(1000/1565.7)^2\approx0.41$, so more than half of the opened area is spent on the sloping walls.

## Small openings and other membranes

Equation (2) describes a membrane only if $m>0$, that is, if $W>\sqrt2\,t$. For $t=400$ µm the opening must exceed 565.7 µm. In a smaller one the four walls meet before they reach the film. Setting the pit width $W-\sqrt2\,z$ to zero gives the depth of the closed pyramid:

$$
z_{\text{closed}}=\frac{W}{\sqrt2}. \tag{3}
$$

With perfectly resistant walls, further etching does not deepen it.

If a layer of silicon is to remain as the membrane, $t$ is the etched depth and not the wafer thickness. For a wafer of thickness $H$ and a silicon membrane of thickness $h$,

$$
W=m+\sqrt2\,(H-h).
$$

Using $H$ in place of $H-h$ would make the membrane too wide by $\sqrt2\,h$. For a rectangular membrane, (2) applies to each pair of facing sides separately.

## The same slope from counting atoms

The slope can also be found without naming a wall plane. Let $a$ be the cubic lattice constant. Atomic layers parallel to (100) are $a/4$ apart, and within a layer the atoms form a square grid of spacing $a/\sqrt2$ along $x$ and $y$. Each atom has two neighbours in the layer above, toward the opening, and two in the layer below. The upper pair lies along $x$ in one layer and along $y$ in the next.

Apply the rule that an atom dissolves after losing two bonds, and count the bonds of surface atoms to the mask as intact. At the start no atom has lost a lower bond. As long as this is true of every atom still in place, an atom below the surface layer can lose two bonds only by losing both upper neighbours. When it then dissolves, no atom above it remains to lose a bond to it, so the statement stays true throughout the etch. An atom below the surface layer therefore dissolves precisely when both of its upper neighbours have dissolved.

If $N$ adjacent rows are missing in one layer, there are $N-1$ adjacent pairs, and $N-1$ rows go missing in the next. This loss occurs along $x$ and $y$ in turn. Each width thus shrinks by one row, $a/\sqrt2$, for every two layers, $a/2$:

$$
\frac{a/\sqrt2}{a/2}=\sqrt2 ,
$$

as in (2).

The rule was applied atom by atom to a block of 20335 atoms, with no wall angle supplied. An opening of $17.678\,a$ gave a pit width of $9.192\,a$ at depth $6\,a$, and $17.678\,a-\sqrt2\,(6\,a)$ is also $9.192\,a$.

An opening of $4.950\,a$, which is seven rows, closed at $3.250\,a$, while (3) gives $3.500\,a$. The difference is one atomic layer and follows from the counting. One of the two widths loses its first row in the first layer below the surface and another in every second layer after that. Its seventh row is lost in layer 13, at depth $13a/4=3.25\,a$. In a pit hundreds of micrometres deep this difference has no practical weight.

## When the walls also dissolve

Real $\{111\}$ planes etch slowly. Let $R_{100}$ and $R_{111}$ be the two rates, each measured along the normal of its plane, and let $T$ be the total etch time. Assume that each wall remains a flat $\{111\}$ plane while it recedes. The wall then moves by $R_{111}T$ along $\mathbf n$. The original plane is $\mathbf n\cdot\mathbf r=W/\sqrt6$, which is (1) divided by $\sqrt3$. The displaced plane is

$$
\mathbf n\cdot\mathbf r=\frac{W}{\sqrt6}+R_{111}T .
$$

Multiplying by $\sqrt3$ gives

$$
\sqrt2\,x+z=\frac{W}{\sqrt2}+\sqrt3\,R_{111}T .
$$

At $z=t$ the wall therefore stands at

$$
x=\frac W2-\frac t{\sqrt2}+\sqrt{\frac32}\,R_{111}T .
$$

The last term is the sideways movement of one wall. Two walls widen the membrane by twice this amount, $\sqrt6\,R_{111}T$, and the mask must be made smaller to compensate:

$$
W=m+\sqrt2\,t-\sqrt6\,R_{111}T . \tag{4}
$$

Take as rough values $R_{100}=1$ µm/min and $R_{111}=0.01$ µm/min, with 5 % extra time to clear the film. Then $T=1.05\times400=420$ min, or 7 h. Each wall recedes by 4.2 µm along its normal and by 5.1 µm sideways. The membrane becomes 10.3 µm wider, and the corrected opening is $1565.7-10.3=1555.4$ µm.

The extra time counts in full, because the walls continue to recede after the floor has reached the film.

The position of the wall also shows when the floor of the pit narrows as it descends. Before the film is reached, the floor is at depth $R_{100}T$, and the foot of the right wall is at

$$
x=\frac W2-\frac{R_{100}T}{\sqrt2}+\sqrt{\frac32}\,R_{111}T .
$$

It moves inward only if $\sqrt{3/2}\,R_{111}<R_{100}/\sqrt2$, that is, if $R_{111}<R_{100}/\sqrt3$. The rates of the example meet this condition by a wide margin.

## Errors of thickness and alignment

**Thickness.** If the wafer is thicker than assumed by $\Delta t$ and the mask is unchanged, (2) gives a membrane narrower by $\sqrt2\,\Delta t$. An error of 10 µm changes the width by 14.1 µm. This is more than the undercut just found, and a fixed correction to the mask cannot remove it if the thickness varies from wafer to wafer.

**Rotation of the mask.** Suppose the opening is turned by a small angle $\delta$ from the $\langle110\rangle$ directions. On the atomic scale its edges become staircases. In a real etch the protruding corners of silicon, exposed on two sides, are attacked, and the edge retreats beneath the mask. The two-bond rule of the atom count does not show this retreat, since it removes no atom from beneath the mask, so the retreat is taken here as a known feature of the real process. In a long etch the pit can grow until its walls, again parallel to $\langle110\rangle$, touch the outermost corners of the opening. Such a corner lies at

$$
x=\frac W2(\cos\delta+\sin\delta),
$$

so the pit has the width $W(\cos\delta+\sin\delta)$ at the surface. With the mask and thickness held fixed, the membrane widens by at most

$$
W(\cos\delta+\sin\delta-1)\approx W\delta ,
$$

where $\delta$ is in radians and the walls themselves do not dissolve. For $\delta=0.5^\circ$ this limit is 13.6 µm. The limit grows with the width of the opening, but it is reached only if the steps travel about half the length of the edge during the etch. If they move at a speed $v$, the widening is about the smaller of $W\delta$ and $2vT\delta$, so for a very wide opening it is set by the etch time and no longer by $W$.

**Wafer cut off axis.** The wafer surface may be inclined to the true (100) plane by a small angle $\varepsilon$. Let the crystal be turned about $y$. To first order in $\varepsilon$, the right wall becomes

$$
(\sqrt2+\varepsilon)\,x+(1-\sqrt2\,\varepsilon)\,z=(\sqrt2+\varepsilon)\frac W2 .
$$

At $z=t$ this gives

$$
x=\frac W2-t\,\frac{1-\sqrt2\,\varepsilon}{\sqrt2+\varepsilon}
\approx\frac W2-\frac t{\sqrt2}\left(1-\sqrt2\,\varepsilon-\frac{\varepsilon}{\sqrt2}\right)
=\frac W2-\frac t{\sqrt2}+\frac32\,t\varepsilon .
$$

For the left wall the sign of $\varepsilon$ is reversed and the position is mirrored. Its foot is at $x=-W/2+t/\sqrt2+\tfrac32t\varepsilon$. Both feet move the same way, so the membrane shifts by $\tfrac32t\varepsilon$ while its width along $x$ is unchanged to first order. For $\varepsilon=0.5^\circ$ the shift is 5.2 µm.

The other two walls are affected differently. The upper one becomes $\varepsilon x+\sqrt2\,y+z=C$ and is no longer parallel to the mask edge. In a long etch it retreats until it touches the outermost corner of the opening, at $x=y=W/2$, so that $C=(\varepsilon+\sqrt2)W/2$. At the film,

$$
y=\frac W2-\frac t{\sqrt2}+\frac{\varepsilon}{\sqrt2}\left(\frac W2-x\right).
$$

The opposite wall is its mirror image, so the width along $y$ is $m+\sqrt2\,\varepsilon\,(W/2-x)$. At the wider end, $x\approx-m/2$, the excess is

$$
\sqrt2\,\varepsilon\left(\frac W2+\frac m2\right)=\frac{(W+m)\,\varepsilon}{\sqrt2}.
$$

For the example this is 15.8 µm. At the other end, $x\approx m/2$, the first-order formula gives 3.5 µm and the exact intersection of the planes 3.4 µm, so the membrane is slightly trapezoidal. These are again upper limits for a long etch, and they assume that the floor has been cleared over the whole film.

## The example beside a real etch

A wafer a few hundred micrometres thick, etched for several hours in hot potassium hydroxide solution, is a realistic setting for these numbers. The rates used are rough typical values. They depend on the concentration and temperature of the solution, and the ratio $R_{100}/R_{111}$ may differ from 100 by a factor of a few. At fixed etch time the undercut is proportional to $R_{111}$, so a ratio of 50 would double the widening to about 21 µm.

The assumption in (2) that a real etch certainly breaks is that of perfectly resistant walls. In the example this changes the membrane width by about 1 %. The assumed errors of thickness, rotation and crystal cut each change some dimension by a similar amount, between about 1 and 2 % of $m$. If these three errors all act to widen the membrane, its largest width grows by at most about 3.4 %, or about 4.4 % with the undercut of the walls included. This is less than the sums of the separate values, 4.4 % and 5.4 %. For the angles of the example the rotation places two facing walls on diagonally opposite corners, and at the wider end the off-axis cut then moves one wall outward by 7.9 µm but the other inward by 1.7 µm. For a membrane of this size, equation (2) is therefore a sound basis for the mask if a tolerance of several per cent is acceptable. For a smaller membrane the same error of thickness is a larger fraction of the width. A tighter tolerance calls for a measured $\{111\}$ rate in (4), a measured wafer thickness, a mask aligned to the crystal itself, and a wafer cut closer to the (100) plane. The numerical output below lists the values for each effect.

## Values computed for the example and the checks

```
ATOMISTIC TEST (a = cubic lattice constant)
Atoms in block: 20335
Opening width: 17.678 a
Depth: 6.000 a
Pit width at that depth, mean of x and y: 9.192 a
Width from formula: 9.192 a
Spacing of atomic rows: 0.707 a
Small opening width: 4.950 a
Small pit closes at depth: 3.250 a
Closing depth from formula: 3.500 a
WORKED EXAMPLE
Wall angle to surface: 54.7356 degrees
Membrane width m: 1000.0 um
Silicon thickness t: 400.0 um
Inset of each wall t/sqrt(2): 282.8 um
Total inset sqrt(2) t: 565.7 um
Ideal mask width W: 1565.7 um = 1.5657 mm
Limiting opening for m = 0: 565.7 um
NEGLECTED EFFECTS
(100) etch rate, rough: 1.00 um/min
(111) etch rate, rough: 0.010 um/min
Over-etch: 5 %
Total etch time: 420 min = 7.0 h
Wall recession along its normal: 4.20 um
Undercut per side: 5.14 um
Membrane widening by undercut: 10.3 um
Mask width corrected for undercut: 1555.4 um
Thickness error: 10.0 um
Membrane narrowing if thicker: 14.1 um
Mask rotation: 0.50 degrees
Widening by rotation, upper limit: 13.6 um
Off-axis cut: 0.50 degrees
Membrane centre shift: 5.24 um
Centre shift, first-order formula: 5.24 um
Widening at wider end: 15.8 um
Widening at wider end, first-order: 15.8 um
Widening at narrower end: 3.4 um
Width change along the shift: -0.065 um
```
